# Equivalent peak-temperature time of a triangular spike anneal

Q: In a spike anneal the wafer is heated to a peak and cooled again at once. If the peak is sharp, the wafer spends no time at the peak temperature. What can an "equivalent time at peak temperature" mean?

A: It is the length of a hold at the peak temperature $T_p$ that would do the same work as the whole spike. Take dopant diffusion in one dimension, with a diffusivity that is uniform in space and follows the instantaneous absolute temperature,

$$D(T)=D_0\,e^{-E_a/kT}.$$

Here $E_a$ is the activation energy and $k$ is Boltzmann's constant. The concentration $C(z,t)$ obeys

$$\frac{\partial C}{\partial t}=D(T(t))\,\frac{\partial^2 C}{\partial z^2}.$$

Define $\tau(t)=\int^t D(T(t'))\,dt'$, counted from the start of the anneal. Since $d\tau/dt=D$, the chain rule gives $\partial C/\partial t=D\,\partial C/\partial\tau$. Dividing by $D$ leaves

$$\frac{\partial C}{\partial\tau}=\frac{\partial^2 C}{\partial z^2}.$$

The temperature history has disappeared from the equation. With the same initial profile, and boundary conditions that do not themselves depend on temperature or time, two anneals with equal final $\tau$ give equal profiles. A hold of length $t_{eq}$ at $T_p$ has $\tau=D(T_p)\,t_{eq}$. Equating this to $\int D\,dt$ for the spike, and cancelling $D_0$, gives

$$t_{eq}=\int \exp\!\left[-\frac{E_a}{k}\left(\frac{1}{T(t)}-\frac{1}{T_p}\right)\right]dt .$$

The integrand is the rate relative to its peak value.

Q: Dopant diffusivities can depend on concentration. Does that destroy the argument?

A: Not if the dependence factorizes. For $D=f(C)\,g(T)$ the equation is $\partial_t C=g(T)\,\partial_z[f(C)\,\partial_z C]$, and $\tau=\int g\,dt$ removes the temperature as before. If concentration and temperature are mixed, for example through the ratio of the doping to a temperature-dependent carrier density, no such variable is available in general. The argument also fails if $D$ depends on history, as it does while implantation damage is being removed. I assume neither complication below.

Q: Then evaluate the integral. The temperature has a kink at the peak, so I do not see how to expand about it.

A: Split the integral there. Put $t=0$ at the peak and let both ramps run between $T_p$ and the same base temperature $T_0$, with positive rates $b_h$ for heating and $b_c$ for cooling:

$$T=T_p+b_h t\quad(t<0),\qquad T=T_p-b_c t\quad(t>0).$$

Use the distance below the peak, $d=T_p-T$, as the variable. On the heating ramp $d=-b_h t$, so $dt=-dd/b_h$, and $d$ runs from $T_p-T_0$ down to $0$. Exchanging the limits absorbs the minus sign. On the cooling ramp $dt=dd/b_c$, and $d$ runs from $0$ to $T_p-T_0$. Both ramps contain the same integral, hence

$$t_{eq}=\left(\frac1{b_h}+\frac1{b_c}\right)J,\qquad J=\int_0^{T_p-T_0}\exp\!\left[-\frac{E_a}{k}\left(\frac1{T_p-d}-\frac1{T_p}\right)\right]dd .$$

No approximation has been made. In this model the ramp rates enter through the sum of their inverses alone. What remains is $J$, a temperature.

Q: Laplace's method replaces the exponent by a parabola and gives a square root. Is $J$ a square root?

A: The parabola belongs to a smooth maximum inside the range of integration. Here the maximum is at the end point $d=0$, where the exponent has a nonzero slope. The difference of inverse temperatures is

$$\frac1{T_p-d}-\frac1{T_p}=\frac{d}{T_p(T_p-d)}.$$

Define the temperature window

$$w=\frac{kT_p^2}{E_a}.$$

The exponent is then

$$-\frac{E_a}{k}\,\frac{d}{T_p(T_p-d)}=-\frac{d/w}{1-d/T_p}.$$

If $w\ll T_p$, the integrand has become small before $d$ is comparable with $T_p$, and the denominator may be replaced by 1. If also $w\ll T_p-T_0$, the upper limit may be moved to infinity. At leading order

$$J\simeq\int_0^\infty e^{-d/w}\,dd=w,$$

and therefore

$$t_{eq}\simeq t_L=\frac{kT_p^2}{E_a}\left(\frac1{b_h}+\frac1{b_c}\right).$$

Each term is the time a ramp needs to cross the window $w$.

Q: A real peak is rounded. Would your result then change completely?

A: That depends on how much of the window the rounding occupies. For a fully smooth peak, $T\simeq T_p-at^2/2$ throughout the window, and the leading exponent is $-at^2/(2w)$. The Gaussian integral gives

$$t_{eq}\simeq\int_{-\infty}^{\infty}e^{-at^2/(2w)}\,dt=\sqrt{\frac{2\pi w}{a}} .$$

This is your square root, and it scales as $E_a^{-1/2}$ instead of $E_a^{-1}$.

For slight rounding, consider one ramp of rate $b$ that joins the parabola where the slopes match, at $t=b/a$. The temperature has by then fallen by $h=b^2/(2a)$, so the rounded part lasts $b/a=2h/b$. If $h\ll w$, the relative rate there is nearly 1 and the contribution is about $2h/b$. The straight part contributes

$$\frac1b\int_h^\infty e^{-d/w}\,dd=\frac wb\,e^{-h/w}\simeq\frac{w-h}{b}.$$

The sum is $(w+h)/b$. At fixed true peak temperature, rounding both ramps by the same $h$ thus lengthens $t_{eq}$ by a fraction of about $h/w$. A single parabola with one curvature $a$ rounds the two ramps unequally, since $h=b^2/(2a)$. The time added is then $h_h/b_h+h_c/b_c$, with the faster ramp rounded more. The triangular formula requires $h\ll w$.

Q: Return to the sharp peak. You replaced $1-d/T_p$ by 1 over a ramp of several hundred kelvin. How large is the error?

A: It can be bounded. Substitute $s=d/(T_p-d)$. Solving for $d$ gives $d=T_p s/(1+s)$, so $dd=T_p\,ds/(1+s)^2$. With $x=E_a/(kT_p)$ the exponent becomes $-xs$, since

$$\frac{E_a}{k}\,\frac{d}{T_p(T_p-d)}=\frac{E_a}{kT_p}\,s=xs .$$

The upper limit becomes $s_0=(T_p-T_0)/T_0$. Because $w=T_p/x$, the ratio $R=t_{eq}/t_L=J/w$ is

$$R=x\int_0^{s_0}\frac{e^{-xs}}{(1+s)^2}\,ds .$$

Now bound the factor $(1+s)^{-2}$. Multiplying out, $(1-2s)(1+s)^2=1-3s^2-2s^3$, so

$$\frac1{(1+s)^2}-(1-2s)=\frac{3s^2+2s^3}{(1+s)^2}.$$

For $s\ge0$ the right side is not negative. It is also at most $3s^2$, because $3s^2(1+s)^2=3s^2+6s^3+3s^4$ is no smaller than the numerator. Hence

$$1-2s\le\frac1{(1+s)^2}\le1-2s+3s^2 .$$

The integrals of $e^{-xs}$, $s\,e^{-xs}$ and $s^2e^{-xs}$ from zero to infinity are $1/x$, $1/x^2$ and $2/x^3$. With the upper limit at infinity, $R$ would therefore lie between $1-2/x$ and $1-2/x+6/x^2$. Stopping at $s_0$ removes a positive amount, which is at most

$$q=\frac{x}{(1+s_0)^2}\int_{s_0}^\infty e^{-xs}\,ds=\left(\frac{T_0}{T_p}\right)^2e^{-xs_0},$$

where $1+s_0=T_p/T_0$ was used. Altogether

$$1-\frac2x-q\;\le\;R\;\le\;1-\frac2x+\frac6{x^2}.$$

When $q$ is negligible, the first correction is $-2/x$, and the improved formula is

$$t_{eq}\simeq t_L\left(1-\frac{2kT_p}{E_a}\right).$$

The sign has a direct reason. The true exponent has magnitude $(d/w)/(1-d/T_p)$, which exceeds $d/w$. The rate falls faster below the peak than the linearized exponent says, so $t_L$ is too long.

Q: Show me numbers.

A: I take round parameters: $T_p=1300$ K, $T_0=900$ K, $E_a=3.5$ eV, $b_h=250$ K/s and $b_c=80$ K/s. Then

$$kT_p=(8.617\times10^{-5})(1300)=0.1120\ \text{eV},\qquad x=\frac{3.5}{0.11203}=31.24,$$

$$w=\frac{1300}{31.24}=41.6\ \text{K},\qquad \frac1{250}+\frac1{80}=0.0165\ \text{s/K}.$$

The leading formula gives $t_L=41.61\times0.0165=0.687$ s. The improved formula multiplies this by $1-2/31.24=0.936$ and gives 0.643 s. Adaptive numerical integration of the relative rate over time gives 0.646 s.

Relative to the integrated value, the leading formula is 6.2% too long and the improved one 0.6% too short. The integrated ratio is $R=0.9415$, inside the bounds 0.9360 and 0.9421. The part lost below 900 K is no larger than $q=4.5\times10^{-7}$ of $t_L$, so the base temperature is immaterial here.

Q: One agreement at one activation energy does not establish the coefficient $-2$.

A: Raise $E_a$ with the temperatures and ramp rates fixed, and integrate again. The quantity $x(R-1)$ should approach $-2$. It is $-1.829$ at $x=31.2$, $-1.910$ at $x=62.5$, $-1.953$ at $x=125$ and $-1.976$ at $x=250$. The next coefficient, $x^2(R-1+2/x)$, rises from 5.33 to 5.91 over the same range, consistent with a limit of 6.

Q: And where does the formula fail?

A: At low activation energy. For $E_a=1$ eV, with the same spike, $x=8.93$ and $R=0.821$. For $E_a=0.5$ eV, $x=4.46$ and $R=0.667$, so the leading formula is about 50% too long relative to the integral. The window is then $1300/4.46\approx291$ K. This is not small compared with the 400 K ramp, and at 22% of $T_p$ it is also too wide for the linearized exponent. Both approximations contribute to the error.

In the extreme limit $E_a\to0$ the relative rate is 1 everywhere. The equivalent time becomes the full duration of the ramps, $400\times0.0165=6.6$ s, while $t_L$ diverges.

Q: With $E_a=3.5$ eV, must the ramps be straight over the whole 400 K?

A: They need to be straight where the integral is collected. In the linearized model, the fraction of $t_{eq}$ from within $m\,w$ of the peak is

$$\frac1w\int_0^{mw}e^{-d/w}\,dd=1-e^{-m}.$$

This gives 63%, 86% and 95% for $m=1,2,3$. Integration with the full exponent gives 67%, 90% and 97%. These are higher because the true integrand is $e^{-d/w}$ multiplied by a factor that decreases with $d$, which shifts weight towards the peak. In this example 97% of the equivalent time comes from the top 125 K.

Q: Then I should buy faster lamps and double the heating rate.

A: Look first at the shares. The heating ramp contributes the fraction

$$\frac{1/b_h}{1/b_h+1/b_c}=\frac{b_c}{b_h+b_c}=\frac{80}{330}=24.2\%,$$

or 0.157 s. Cooling contributes 0.490 s. With everything else fixed, doubling the heating rate removes half of the heating share, and $t_{eq}$ falls by 12% to 0.568 s. Doubling the cooling rate instead lowers it by 38% to 0.402 s. Even infinitely fast heating would leave the 0.490 s of the cooling ramp. These figures assume the peak stays sharp. If the lamps respond with a lag, faster heating also rounds the peak more, and the gain is smaller than 12%.

Q: May I at least describe the spike by the single number 0.646 s?

A: For processes with this activation energy, yes. A second process with $E_a=5$ eV in the same spike has a narrower window, and integration gives 0.460 s. A hold at 1300 K for 0.646 s would reproduce the first process but run the second for about 40% too long. A single hold at $T_p$ cannot match both.

Q: I would still like to see a diffusion profile that went through the spike.

A: Choose $D_0=1$ cm$^2$/s, which gives $D(T_p)=2.70$ nm$^2$/s, and start from a Gaussian with standard deviation 2 nm. For uniform $D$ and a profile that vanishes far away, two integrations by parts give

$$\frac{d}{dt}\int z^2C\,dz=D\int z^2\frac{\partial^2C}{\partial z^2}\,dz=2D\int C\,dz .$$

The variance therefore grows by $2\int D\,dt=2D(T_p)\,t_{eq}$. The prediction is $2\times2.70\times0.6464=3.49$ nm$^2$, and the final standard deviation should be $\sqrt{4+3.49}=2.74$ nm.

I solved the diffusion equation through the spike with the Crank–Nicolson finite-difference method, on a 0.1 nm grid with 5 ms steps. The final standard deviation is 2.74 nm, and the growth of the variance corresponds to an equivalent time of 0.646 s. The simulated profile differs from that of an isothermal hold of the integrated length by at most 0.008% of the peak concentration. For a hold of length $t_L$ the largest difference is 1.4%. The error of 6% in time is an error of 6% in the added variance, but of only about 3% in the total variance, because part of that was there at the start. The peak height of a Gaussian varies as the inverse square root of the variance, which halves the effect again.

Q: How close is this to a real anneal of implanted silicon?

A: The parameters are of the usual size. Spike anneals of silicon junctions peak roughly at 1300 K, with heating at a few hundred kelvin per second and slower cooling, and common dopants diffuse with activation energies of roughly 3.5 to 4 eV. The sharp peak is idealized: by the estimate above, rounding by $h=5$ K on each side would lengthen $t_{eq}$ by about $5/41.6=12\%$. At these ramp rates the rounding can be much larger. Suppose the ramp rate relaxes from $+b_h$ to $-b_c$ exponentially after the lamps are switched off, with the true peak held at 1300 K. A time constant of 0.1 s lets the wafer rise a further 14 K and lengthens $t_{eq}$ by 27%, and doubling the heating rate then shortens it by only about 5%. A time constant of 0.3 s lengthens $t_{eq}$ by about 70%, outside the range $h\ll w$. The straight cooling ramp is idealized too. A wafer that cools by radiation alone loses heat roughly as $T^4$, so its cooling slows as it leaves the peak. With the same rate at the peak and a constant heat capacity, the time spent per kelvin grows by the factor $(1-d/T_p)^{-4}\simeq1+4d/T_p$. The average of $d$ over the window is about $w$, so the cooling share grows by about $4w/T_p=13\%$ and $t_{eq}$ by about 10%. The more serious assumption is a diffusivity fixed by temperature alone. Junctions are often doped to about $10^{20}$ cm$^{-3}$, well above the intrinsic carrier density $n_i$, which is about $10^{19}$ cm$^{-3}$ at 1300 K. The diffusivity of boron, for example, then rises roughly as $C/n_i(T)$. Because $n_i$ grows with temperature, this diffusivity falls less steeply below the peak than the one used here, and $t_{eq}$ is longer than calculated. In the limit $D\propto C\,e^{-E_a/kT}/n_i(T)$ the dependence factorizes, so an equivalent time still exists. With $n_i\propto T^{3/2}e^{-0.6\,\mathrm{eV}/kT}$ it is about a quarter longer than 0.646 s. Where $C$ is comparable with $n_i$, as in the tail of the profile, the factorization fails. Implantation damage can also raise the diffusivity of boron by orders of magnitude for a time. A constant tenfold enhancement would make $\int D\,dt$ ten times larger and leave $t_{eq}$ unchanged, provided the reference hold had the same enhancement. An enhancement that decays during the anneal needs a model of the defects, and $t_{eq}$ cannot replace it.

Q: Suppose the damage is gone. Which input should I measure most carefully?

A: For a sharp peak with straight ramps, the peak temperature, if the ramp rates are known to a few percent. If the peak is rounded, the rounding $h$ matters almost as much per kelvin, because it lengthens $t_{eq}$ by a fraction of about $h/w$. I assume doping low enough for the diffusivity to depend on temperature alone, and I take $D(T)$ as known. At leading order the diffusion is governed by $D(T_p)\,t_L\propto T_p^2\,e^{-E_a/kT_p}$. At fixed ramp rates its logarithmic derivative is

$$\frac{d\ln(D\,t_L)}{dT_p}=\frac{E_a}{kT_p^2}+\frac2{T_p}=\frac1w+\frac2{T_p}.$$

For the example this is $0.0240+0.0015\approx0.026$ per kelvin. An error of 3 K in the peak temperature changes $D\,t_L$ by about 8%, more than the 6% error of the leading formula. For straight ramps the correction $1-2kT_p/E_a$ costs nothing to include, but it is outweighed by the temperature error unless the peak temperature is known to about 2 K. For a measured spike with a rounded peak or curved ramps, whose effects can be larger than this correction, integrate the relative rate over the recorded $T(t)$ instead.
